# A falling switching rate does not prove that ferroelectric domains age

In a model ferroelectric film held at a fixed field of 2 MV/cm, the domains still waiting to switch do so at a rate of 4.09 per µs when the pulse begins. After 0.4 µs the rate per remaining domain is 1.69 per µs, lower by a factor of 2.4. Yet every domain in this film has a switching rate that stays constant throughout the pulse. What has changed is which domains remain.

## The belief and its appeal

Let $S(t)$ be the fraction of the switchable polarization charge that is still unswitched at time $t$ after the field is applied, with $S(0)=1$. The rate per remaining domain, or population hazard, is

$$h(t)=-\frac{1}{S}\frac{dS}{dt}=-\frac{d\ln S}{dt}.$$

In a measurement it is the switching current divided by the charge still to be switched, once dielectric charging and leakage have been subtracted.

The belief is that a falling $h(t)$ shows individual domains becoming harder to switch as the pulse goes on. The argument behind it is sound for identical domains. If each has the same constant hazard $k$, then $S=e^{-kt}$ and $h=k$ at all times. A falling $h$ contradicts this, so the hazard of a domain must have fallen. Physical mechanisms come readily to mind: charge could be trapped near a domain during the pulse and oppose its nucleation.

The weak point is the word "identical". The observation contradicts the pair of assumptions "constant hazards" and "equal hazards". It does not say which of the two to give up.

Here ageing means that a domain's own hazard falls with the time since the pulse began. Unless stated otherwise, the erase pulse that restores the initial polarization also resets this clock.

## Selection lowers the average

Let domain $i$ have a constant hazard $k_i$. Its probability of being unswitched obeys $dS_i/dt=-k_iS_i$, so $S_i=e^{-k_it}$. Write $E[\cdot]$ for the average over all domains, weighted by their polarization charge. The population curve is

$$S(t)=E[e^{-kt}],\qquad \frac{dS}{dt}=-E[k\,e^{-kt}].$$

Dividing the second by the first gives

$$h(t)=\frac{E[k\,e^{-kt}]}{E[e^{-kt}]}\equiv\langle k\rangle_t .$$

The factor $e^{-kt}$ weights each domain by its chance of having survived, so $\langle k\rangle_t$ is the mean hazard among the survivors. Now differentiate the quotient. The derivative of the numerator is $-E[k^2e^{-kt}]$ and that of the denominator is $-E[k\,e^{-kt}]$, hence

$$\frac{dh}{dt}=\frac{-E[k^2e^{-kt}]\,E[e^{-kt}]+E[k\,e^{-kt}]^2}{E[e^{-kt}]^2}
=-\langle k^2\rangle_t+\langle k\rangle_t^2=-\mathrm{Var}_t(k).$$

A variance is positive unless all the $k_i$ are equal. A mixture of constant hazards therefore has a strictly falling population hazard. Fast domains leave first, and the survivors are increasingly the slow ones.

A simple case shows how far the fall can go. Suppose a fraction $q$ of the charge belongs to pinned domains with zero hazard, and the rest has one common hazard $k$. Then

$$h(t)=\frac{(1-q)\,k\,e^{-kt}}{(1-q)e^{-kt}+q}.$$

It starts at $(1-q)k$ and tends to zero, because in the end the pinned domains are all that remain. Counting charge that cannot switch as "remaining" is thus enough to make a constant rate appear to decay.

## A number for a hafnia film

Take a 10 nm film of hafnium zirconium oxide at $E=2.0$ MV/cm, with

$$k=k_0\,e^{-E_a/E},\qquad k_0=1000\ \text{per µs}.$$

Let the activation field $E_a$ vary between domains as a Gaussian with mean 12 MV/cm and standard deviation 2 MV/cm. Then $\ln k$ is Gaussian with standard deviation $\sigma=2/2.0=1.0$, and the median hazard is $k_m=1000\,e^{-6}=2.479$ per µs. Writing $k=k_me^{\sigma z}$, with $z$ a standard Gaussian variable, and using $E[e^{n\sigma z}]=e^{n^2\sigma^2/2}$, we find at $t=0$

$$h(0)=k_m e^{\sigma^2/2}=4.087\ \text{per µs},$$

$$\mathrm{Var}_0(k)=k_m^2\left(e^{2\sigma^2}-e^{\sigma^2}\right)=28.7\ \text{per µs}^2 .$$

Averaging over the distribution at later times gives:

| $t$ (µs) | $S$ | $h$ (per µs) | $\mathrm{Var}_t(k)$ (per µs²) |
|---|---|---|---|
| 0 | 1.000 | 4.09 | 28.7 |
| 0.1 | 0.721 | 2.75 | 7.25 |
| 0.4 | 0.384 | 1.69 | 1.86 |
| 1.0 | 0.174 | 1.07 | 0.58 |
| 3.0 | 0.039 | 0.56 | 0.12 |

The last column is minus the slope of the third. The slope itself shrinks quickly: extending the initial slope to 0.1 µs would give $4.09-2.87=1.22$ per µs, whereas the actual value is 2.75. The fastest domains supply much of the initial variance, and they are soon gone.

## Falling even when every domain gets easier to switch

Now let the individual hazards $h_i(t)$ depend on time. With $H_i(t)=\int_0^t h_i\,dt'$, each survival probability is $S_i=e^{-H_i}$, and as before $h=E[h_ie^{-H_i}]/E[e^{-H_i}]=\langle h_i\rangle_t$. Differentiating the numerator gives an extra term from $dh_i/dt$:

$$\frac{dh}{dt}=\left\langle\frac{dh_i}{dt}\right\rangle_t-\mathrm{Var}_t(h_i).$$

The first term is the change within domains and the second is selection. A falling $h$ fixes only the sign of their sum.

Take $h_i=k_i(1+t/t_c)$ with $t_c=2$ µs and the same spread of $k_i$. At 0.4 µs every domain's hazard has risen by a factor of 1.20. The population hazard has nevertheless fallen from 4.09 to 1.94 per µs. The within-domain term there is $\langle k\rangle_t/t_c=(1.940/1.20)/2=0.81$ per µs². The total slope is $-1.58$ per µs², so selection contributes $-2.39$. Inferring ageing from this curve would get even the sign of the individual change wrong.

## What one switching curve can and cannot decide

Conversely, give every domain the same time-dependent hazard, equal to the $h(t)$ of the mixture. Each then survives with probability $\exp(-\int_0^t h\,dt')=S(t)$, since $h=-d\ln S/dt$. The expected curve is that of the mixture at every time. Fitting this one curve more precisely cannot separate the two accounts.

The mimicry does have limits. First, a rising $h$ cannot come from constant hazards, because $dh/dt=-\mathrm{Var}_t(k)\le 0$. Second, not every falling $h$ can. For a mixture, the switching-current density in time is $f=-dS/dt=E[k\,e^{-kt}]$, up to a constant charge. Differentiating its logarithm twice,

$$\frac{d^2\ln f}{dt^2}=\frac{E[k^3e^{-kt}]}{E[k\,e^{-kt}]}-\left(\frac{E[k^2e^{-kt}]}{E[k\,e^{-kt}]}\right)^2\ge 0,$$

because the right side is the variance of $k$ with weights $k\,e^{-kt}$. The logarithm of the switching current must therefore curve upwards.

A hazard that falls in a fairly sharp step violates this. For $h=1+3/[1+e^{(t-1)/0.1}]$, with $t$ in µs and $h$ per µs, $h$ falls throughout from 4 to 1. Yet the curvature of $\ln f$ reaches $-6.05$ per µs². For the hafnia mixture the least curvature between 0 and 2 µs is $+0.35$ per µs². Downward curvature in a clean, fixed-field measurement would thus rule out constant hazards. Upward curvature leaves the question open.

## Ask the same domain twice

The missing information is whether a domain that was slow once is slow again. Apply the pulse for a time $t$, erase, and apply it again, recording which domains remain unswitched each time. Let $J(t)$ be the fraction that survives both pulses. If each domain keeps its properties and its two trials are independent, then

$$J(t)=E[S_i(t)^2].$$

For constant hazards, $S_i(t)^2=e^{-2k_it}$, so $J(t)=S(2t)$. For identical ageing domains with a reset clock, $J(t)=S(t)^2$. The difference is

$$S(2t)-S(t)^2=E[(e^{-kt})^2]-E[e^{-kt}]^2=\mathrm{Var}(e^{-kt}),$$

which is positive for any real spread of $k$.

At $t=0.4$ µs the mixture gives $S(0.8\ \text{µs})=0.218$, while identical ageing domains give $0.384^2=0.147$. Put differently, among domains that survived the first pulse, $0.218/0.384=57\%$ of the mixture survive the second, against 38% of the ageing domains. Random switching times drawn for 400,000 domains of each kind agree: single-pulse survival is 0.384 and 0.383, but joint survival is 0.219 and 0.147. The first pair of numbers cannot tell the populations apart; the second can.

Few repeats are needed if the domains are resolved. Take $N=100$ independent domains and $m$ separate pairs of cycles. Under identical ageing, with $p=0.147$, the number of double survivals has standard deviation $\sqrt{mNp(1-p)}$. The mixture shifts its expected value by $mN\times0.0707$. Requiring a shift of five standard deviations gives

$$m\ge\frac{25\,p(1-p)}{N(0.0707)^2}=6.3,$$

so seven pairs bring the expected shift above five standard deviations when $S(t)$ is already known accurately. This uses population averages. A device with its own 100 rates has an expected shift that differs by about half a standard deviation, and a single run scatters further, so more pairs are needed to exceed five reliably.

The test also has a direction when spread and time dependence coexist. If a domain's hazard falls during the pulse, it accumulates less hazard between $t$ and $2t$ than between 0 and $t$. Then $H_i(2t)<2H_i(t)$, so $S_i(2t)>S_i(t)^2$. Averaging gives $J(t)<S(2t)$. If every hazard rises, the inequality reverses. For the rising hazards used above, $J=0.1985$ and $S(2t)=0.1814$. For falling ones, $h_i=k_i/(1+t/t_c)$, $J=0.238$ and $S(2t)=0.256$. The spread of $k_i$ is the same in both cases.

Waiting times of one domain over many cycles put the question still more directly. A constant hazard gives mean $1/k$ and mean square $2/k^2$, hence a standard deviation equal to the mean. The pooled times of the mixture have mean $E[1/k]=e^{\sigma^2/2}/k_m=0.665$ µs and mean square $2E[1/k^2]=2e^{2\sigma^2}/k_m^2$. Their ratio of standard deviation to mean is $\sqrt{2e^{\sigma^2}-1}=2.11$. If identical ageing domains produce this same switching curve, each one alone shows 2.11; in the mixture, each one alone shows 1. The pulses must be long enough to record the late events, or both ratios are distorted.

## Where the repeat test can mislead

The result $J<S(2t)$ does not by itself prove ageing. If the hazards are constant within a pulse but redrawn independently at each erase, the two trials share no memory and $J=S(t)^2$, just as for identical ageing domains.

The opposite error is possible too. Suppose identical domains age, but the clock is reset by switching and not by the erase. A domain that survived the first pulse then continues from age $t$, and $J=S(2t)$ imitates constant hazards. Starting from fresh domains, this shows in the second-pulse survival. The fraction $1-S(t)$ that switched is fresh, and the survivors are old, so

$$S_{\text{second}}(t)=[1-S(t)]S(t)+S(2t)=S(t)+[S(2t)-S(t)^2],$$

which exceeds $S(t)$. After long cycling such a shift may have settled. One can then ask whether a given domain's outcome depends on its own previous outcome. With a persistent constant hazard it does not.

Drift between cycles matters as well. If all constant hazards are multiplied by $c$ before the second pulse, then $J=E[e^{-(1+c)kt}]=S((1+c)t)$, not $S(2t)$. The two single-pulse curves should therefore be compared before $J$ is interpreted. Finally, agreement at one value of $t$ could be a cancellation between domains with rising and falling hazards, so several times are needed.

## A third explanation: the field itself falls

A fixed voltage does not guarantee a fixed field in the ferroelectric. Let a non-ferroelectric interface layer of thickness $d_i$ and relative permittivity $\varepsilon_i$ lie in series with the film ($d_f$, $\varepsilon_f$). Without compensating charge at their boundary, the displacement is continuous: $\varepsilon_0\varepsilon_iE_i=\varepsilon_0\varepsilon_fE+P$. Substituting $E_i$ into $V=Ed_f+E_id_i$ gives

$$V=E\left(d_f+\frac{\varepsilon_fd_i}{\varepsilon_i}\right)+\frac{Pd_i}{\varepsilon_0\varepsilon_i}.$$

At fixed $V$, a change $\Delta P$ of the mean polarization lowers the film field, averaged over the whole film, by

$$\frac{\Delta P}{\varepsilon_0}\,\frac{d_i/\varepsilon_i}{d_f+\varepsilon_fd_i/\varepsilon_i}.$$

Take $d_i=0.5$ nm, $\varepsilon_i=20$, $\varepsilon_f=30$ and a full reversal $\Delta P=2\times20=40$ µC/cm². The drop is 1.05 MV/cm, half the starting field. This is an upper limit: the interface layer itself would end at about 13 MV/cm if the initial polarization was also uncompensated, and at about 24 MV/cm if it was fully compensated by charge that then stays in place. At such fields strong leakage or breakdown is to be expected. In practice mobile or trapped charge can compensate part of the polarization. How much uncompensated polarization would imitate the mixture?

Let all domains have $E_a=12$ MV/cm, assume that every domain feels this average field, and keep the starting film field at 2 MV/cm. A fall in rate by 2.422 requires $12(1/E-1/2)=\ln 2.422$, so $E=1.743$ MV/cm. We ask for it at the same switched fraction as before, $1-0.384=0.616$. The uncompensated share is then

$$\frac{2-1.743}{1.051\times0.616}=0.40.$$

Integrating the rate equation with this share gives a fall by 2.41, evaluated 1 ns inside each end of the interval. So identical domains that respond only to the instantaneous field can produce the same overall fall. With $k_0=1000$ per µs their rate starts at 2.48 per µs and the fall takes 0.65 µs. Raising $k_0$ to about 1650 per µs matches the mixture's starting rate and brings the time to 0.40 µs. When the field is laterally uniform, this feedback is not a small correction to the mixture model but a rival to it. Uniformity holds if a floating metal layer separates the two dielectrics, and approximately, away from the interface, if the domains are much narrower than the film is thick. It fails for 10 nm domains in this stack. The electrode 0.5 nm from the bound charge screens it locally, so most of the drop falls on the domains that have already switched. For a random pattern with 62% switched, the unswitched domains see about 0.2 of the average drop across their thickness and about 0.7 of it at the far electrode, while close to the interface layer their field rises. If the thickness-averaged field sets the rate, the fall is then only about 1.2 for a 40% share and 1.5 for a fully uncompensated film. Since these domains are identical, they also give $J=S(t)^2$ when the cycles are independent.

Charge noise between cycles does not settle the matter. For fixed constant hazards, domain $i$ contributes a variance $S_i(1-S_i)$ to the unswitched count. The total is $N[S(t)-S(2t)]$, a standard deviation of 4.07 domains out of 100. Independent identical ageing domains give $\sqrt{NS(1-S)}=4.86$. But identical domains with the uniform-field feedback above show just under 0.6 times the binomial variance $NS(1-S)$, against $4.07^2/4.86^2=0.70$ for the mixture. Reduced noise alone is therefore no proof of a spread in hazards.

## Reading a real device

The thickness, the remanent polarization of 20 µC/cm² and the field are of the usual order for hafnium zirconium oxide capacitors. The activation fields and attempt rate are rough choices and depend strongly on the film. The device size, 100 nm square with 100 equal domains, is small for a test capacitor: its full reversal moves just 4 fC. The repeat test needs domain-by-domain readout, for instance by a local probe or from resolved threshold steps in a small transistor. The assumption most exposed in a real stack is the fixed field; a 40% uncompensated share would account for the entire factor of 2.4 if the field drop were shared uniformly by all domains, and for much less if it stays local to the switched ones.

Other effects are smaller or change the scale. With a 5 ns rise of the pulse, less than about 2% of the charge switches during the rise, since the hazards are then no higher than at full field. Switching heat would warm the film by 27 K if none escaped, for a rough heat capacity of 3 J/(cm³ K). With a rough conductivity of 1 W/(m K), the temperature drop across the film at the initial switching rate stays below 0.04 K; heating of the electrodes and substrate is not included. Let the rates used so far refer to 300 K, and let each domain's barrier at this field be a fixed energy crossed by thermal activation, with median $6k_BT=0.155$ eV. At 85 °C the median rate is then 2.65 times higher, and $\sigma$, which scales as $1/T$, falls from 1.0 to 0.84. The spread relative to the mean rate is then smaller, but all rates are higher, so over the first 0.4 µs the population hazard falls by a factor of 2.9 instead of 2.4. The film field is half a rough breakdown field of 4 MV/cm, which does not exclude leakage or slow degradation over many cycles. An interface layer is more exposed: if 40% of the polarization is uncompensated throughout, its field reaches about 7 MV/cm after full reversal, and about 11 MV/cm if the film starts fully compensated and 40% of the polarization change is left uncompensated. Leakage through it may change the compensation during the pulse.

A falling rate per remaining domain is thus evidence against identical domains with constant hazards at a constant field. One such curve does not in general decide which of those conditions fails. Following the same domains through several pulses, together with a check on the field they feel, can narrow the choice. The numerical output below gives most of the values used here.

## Calculated quantities

```
field 2.0 MV/cm, film 10 nm, voltage 2.0 V
attempt rate 1000 /us
activation field mean 12.0, sd 2.0 MV/cm
device side 100 nm, domains 100, domain side 10 nm
remanent polarization 20 uC/cm2, device switched charge 4.00 fC
sd of ln k 1.00, median k 2.479 /us
t (us), S, h (/us), survivor variance (/us^2):
  0.0  1.0000  4.087  28.698
  0.1  0.7210  2.750  7.249
  0.4  0.3840  1.687  1.857
  1.0  0.1737  1.074  0.583
  3.0  0.0388  0.559  0.119
fall of h from 0 to 0.4 us: factor 2.422
rising-hazard domains, time constant 2.0 us:
  each domain's hazard at 0.4 us: factor 1.20
  population h: 4.087 to 1.940 /us
  slope of h at 0.4 us: -1.582 /us^2
S(0.4 us) random draws: mixture 0.3843, ageing 0.3826
S(2t) = S(0.8 us) 0.2181, S(t)^2 0.1474
J random draws: mixture 0.2186, ageing 0.1467
retest survival of survivors: mixture 0.5680, ageing 0.3840
cycle pairs for 5 sigma, S known: 7
spread + rising hazards: J 0.1985, S(2t) 0.1814
spread + falling hazards: J 0.2381, S(2t) 0.2561
step hazard 4.00 to 1.00 /us: least curvature of ln(-S') -6.05 /us^2
mixture, 0 to 2 us: least curvature 0.352 /us^2
pooled waiting time: mean 0.665 us, CV 2.106
sd of unswitched count: fixed mixture 4.07, ageing 4.86
  simulated fixed mixture 4.09
interface layer 0.5 nm, permittivity 20; film permittivity 30
field drop, full uncompensated reversal 1.051 MV/cm
uncompensated share that mimics the fall 0.397
  film field then 1.743 MV/cm, integrated fall factor 2.413
  count variance / binomial with feedback 0.589
rise time 5 ns: switched fraction below 0.0204
rough heat capacity 3.0 J/(cm3 K), conductivity 1.0 W/(m K)
heating: no heat loss 26.7 K, drop across film 0.033 K
barrier at 300 K: 6.0 kT = 0.155 eV
at 358 K: median rate factor 2.65, sd of ln k 0.838
rough breakdown field 4.0 MV/cm, field used / breakdown 0.50
```
